# Comment on fitting ALD saturation curves with an undersaturated co-reactant: verification in Python

```python
"""
Result under test: steady growth per cycle (GPC) in atomic layer deposition with
an undersaturated co-reactant,
    g = GPC/G0 = a*b/(a + b - a*b),   a = 1 - exp(-k*t),   b = 1 - exp(-kB*tB).
k, t  : rate constant and pulse length of the precursor (trimethylaluminium, TMA)
kB, tB: the same for the co-reactant (water);  G0: GPC with both pulses saturated
y     : fraction of sites open to the precursor
The plateau is b, the short-pulse slope is k for every b > 0, and a free-plateau
exponential fit returns a rate between k and k*(2-b)/b.
Rates are in 1/s, times in s, GPC in nm; other quantities are in SI inside the code.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar, curve_fit
from scipy.special import lambertw

rng = np.random.default_rng(7)


def law(t, k, b):
    a = -np.expm1(-k * t)
    return a * b / (a + b - a * b)


def fit_rate(t, g, weight=None, plateau=None):
    """Least-squares rate and plateau of P*(1-exp(-rate*t)); P free or pinned."""
    w = np.ones_like(t) if weight is None else weight

    def cost_and_plateau(log_rate):
        shape = -np.expm1(-np.exp(np.atleast_1d(log_rate))[:, None] * t)
        if plateau is None:
            p = (w * g * shape).sum(1) / (w * shape**2).sum(1)
        else:
            p = np.full(len(shape), float(plateau))
        return (w * (g - p[:, None] * shape)**2).sum(1), p

    grid = np.log(np.geomspace(0.003, 300, 500) / t.mean())
    i = int(np.clip(np.argmin(cost_and_plateau(grid)[0]), 1, len(grid) - 2))
    best = minimize_scalar(lambda x: cost_and_plateau(x)[0][0],
                           bounds=(grid[i - 1], grid[i + 1]), method="bounded",
                           options={"xatol": 1e-10})
    return np.exp(best.x), cost_and_plateau(best.x)[1][0]


# ---------- worked example: inputs (rough typical values) ----------
T = 423.0
G0 = 0.10                        # nm per cycle
density = 3000.0                 # kg/m3
p_tma_mTorr, p_water_mTorr = 10.0, 10.0
prob_tma, prob_water = 1e-3, 1e-4
tB_short, tB_long = 0.5, 5.0
pulses = np.array([0.05, 0.10, 0.20, 0.30, 0.50, 0.80, 1.20, 2.00])
mass_tma, mass_water = 72.09 * const.atomic_mass, 18.015 * const.atomic_mass
kT = const.k * T
mTorr = const.torr * 1e-3
sites = 2 * density / 0.10196 * const.N_A * G0 * 1e-9      # Al atoms per m2 and cycle


def impingement(p, m):
    return p / np.sqrt(2 * np.pi * m * kT)


flux_tma = impingement(p_tma_mTorr * mTorr, mass_tma)
flux_water = impingement(p_water_mTorr * mTorr, mass_water)
k = prob_tma * flux_tma / sites
kB = prob_water * flux_water / sites
b_short, b_long = -np.expm1(-kB * tB_short), -np.expm1(-kB * tB_long)


# ---------- test: integrated surface kinetics over many cycles ----------
def one_cycle(y, t, tB):
    first = solve_ivp(lambda s, u: [-k * u[0], k * u[0]], (0, t), [y, 0.0],
                      method="DOP853", rtol=1e-10, atol=1e-13).y[:, -1]
    second = solve_ivp(lambda s, u: [kB * (1 - u[0])], (0, tB), [first[0]],
                       method="DOP853", rtol=1e-10, atol=1e-13).y[0, -1]
    return second, first[1]


for tB, b in ((tB_short, b_short), (tB_long, b_long)):
    for t in (0.002, 0.1, 0.5):
        y = 0.3
        for _ in range(45):
            y, grown = one_cycle(y, t, tB)
        assert abs(grown / law(t, k, b) - 1) < 1e-6
a_first = -np.expm1(-k * pulses[0])
y_steady = b_short / (a_first + b_short - a_first * b_short)
memory = (1 - a_first) * (1 - b_short)
y_next, _ = one_cycle(1.0, pulses[0], tB_short)
assert abs((y_next - y_steady) / (1 - y_steady) - memory) < 1e-7

# ---------- test: limits and local rates by symbolic algebra ----------
ks, ts, bs, ys = sp.symbols("k t b y", positive=True)
Es = sp.exp(-ks * ts)
y_fixed = sp.solve(sp.Eq(ys, ys * Es + bs * (1 - ys * Es)), ys)[0]
gs = (1 - Es) * y_fixed
slope_decay = -sp.diff(gs, ts, 2) / sp.diff(gs, ts)
gap_decay = sp.diff(gs, ts) / (bs - gs)
for kv, tv, bv in ((1.3, 0.4, 0.2), (0.7, 2.1, 0.6), (2.0, 0.05, 0.9)):
    here = {ks: kv, ts: tv, bs: bv}
    start = {ks: kv, ts: 0, bs: bv}
    qE = (1 - bv) * np.exp(-kv * tv)
    assert abs(float(sp.diff(gs, ts).subs(start)) - kv) < 1e-10
    assert abs(float(gs.subs({ks: kv, ts: 60, bs: bv})) - bv) < 1e-10
    assert abs(float(slope_decay.subs(here)) - kv * (1 + qE) / (1 - qE)) < 1e-9
    assert abs(float(gap_decay.subs(here)) - kv / (1 - qE)) < 1e-9
    assert abs(float(slope_decay.subs(start)) - kv * (2 - bv) / bv) < 1e-9

# ---------- test: bounds on fitted rates, random sampling and weights ----------
for _ in range(200):
    b = rng.uniform(0.05, 0.9)
    t = np.sort(rng.uniform(0.02, 1.0, 8)) * rng.uniform(0.5, 8.0)
    w = rng.uniform(0.2, 5.0, 8)
    g = law(t, 1.0, b)
    assert 1 < fit_rate(t, g, w)[0] < (2 - b) / b
    assert 1 < fit_rate(t, g, w, plateau=b)[0] < 1 / b
    assert fit_rate(t, g, w, plateau=1.0)[0] < 1

# ---------- example: fits ----------
g_short, g_long = law(pulses, k, b_short), law(pulses, k, b_long)
rate_short, plateau_short = fit_rate(pulses, g_short)
rate_long, _ = fit_rate(pulses, g_long)
rate_pinned, _ = fit_rate(pulses, g_short, plateau=b_short)
rate_full, _ = fit_rate(pulses, g_short, plateau=1.0)
misfit = g_short - plateau_short * -np.expm1(-rate_short * pulses)
r_squared = 1 - (misfit**2).sum() / ((g_short - g_short.mean())**2).sum()
chosen_pulse = np.log(100) / rate_short
growth_at_chosen = law(chosen_pulse, k, b_long) / b_long

# ---------- noisy data: exponential against the full law with known G0 ----------
cycles, thickness_error = 200, 0.1                         # count, nm
noise = thickness_error / cycles / G0
exp_rates, law_rates = [], []
for _ in range(200):
    data = g_short + rng.normal(0, noise, len(pulses))
    exp_rates.append(fit_rate(pulses, data)[0])
    guess = (data[0] / pulses[0], data[-1])
    law_rates.append(curve_fit(law, pulses, data, p0=guess)[0][0])
exp_rates, law_rates = np.array(exp_rates), np.array(law_rates)
assert abs(law_rates.mean() / k - 1) < 0.01
assert exp_rates.min() > k

# ---------- neglected effect: depletion of the gas in a well-mixed reactor ----------
carrier_sccm, total_Torr, area, volume = 300.0, 0.3, 0.03, 1e-3
outflow = carrier_sccm * 1e-6 / 60 * const.atm / (total_Torr * const.torr) * T / 273.15
D_tma = k * sites * area / (outflow * p_tma_mTorr * mTorr / kT)
D_water = 1.5 * kB * sites * area / (outflow * p_water_mTorr * mTorr / kT)
residence = volume / outflow


def remaining(y0, exposure, D):
    return lambertw(D * y0 * np.exp(D * y0 - exposure)).real / D


def depleted_curve(t, tB):
    y = np.ones_like(t)
    for _ in range(300):
        after = remaining(y, k * t, D_tma)
        grown = y - after
        y = 1 - remaining(1 - after, kB * tB, D_water)
    return grown


def gas_and_surface(s, u, valve):
    c, y = u
    return [(valve - c - D_tma * c * y) / residence, -k * c * y]


state = [0.0, 0.8]
for valve, duration in ((1.0, 0.15), (0.0, 40 * residence)):
    state = solve_ivp(gas_and_surface, (0, duration), state, args=(valve,),
                      method="DOP853", rtol=1e-10, atol=1e-13).y[:, -1]
assert abs(state[1] - remaining(0.8, k * 0.15, D_tma)) < 1e-7
tiny = np.array([1e-5])
for tB in (tB_short, tB_long):
    assert abs(depleted_curve(tiny, tB)[0] / tiny[0] / (k / (1 + D_tma)) - 1) < 1e-3


# ---------- neglected effect: two equal site classes, rates 0.5 and 1.5 of mean ----------
def spread_curve(t, tB, which):
    total = 0.0
    for factor in (0.5, 1.5):
        kA_here = k * factor if which == "precursor" else k
        kB_here = kB * factor if which == "water" else kB
        total = total + 0.5 * law(t, kA_here, -np.expm1(-kB_here * tB))
    return total


for which in ("precursor", "water"):
    for tB in (tB_short, tB_long):
        assert abs(spread_curve(1e-6, tB, which) / 1e-6 / k - 1) < 1e-3

parasitic = 0.002                                          # nm per cycle
cases = {
    "gas depletion": depleted_curve,
    "spread of water rates": lambda t, tB: spread_curve(t, tB, "water"),
    "spread of TMA rates": lambda t, tB: spread_curve(t, tB, "precursor"),
    "parasitic growth": lambda t, tB: law(t, k, -np.expm1(-kB * tB)) + parasitic / G0,
}

# ---------- output ----------
print(f"temperature {T:.0f} K; full GPC {G0:.2f} nm; density {density/1000:.1f} g/cm3")
print(f"partial pressures: TMA {p_tma_mTorr:.0f}, water {p_water_mTorr:.0f} mTorr")
print(f"reaction probabilities: TMA {prob_tma:.0e}, water {prob_water:.0e}")
print(f"sites (Al per cycle) {sites*1e-18:.2f} per nm2")
print(f"impingement: TMA {flux_tma*1e-18:.3e}, water {flux_water*1e-18:.3e} per nm2 s")
print(f"rate constants: TMA k = {k:.3f} 1/s, water kB = {kB:.3f} 1/s")
print(f"water pulse {tB_short:.1f} s: b = {b_short:.4f}; {tB_long:.1f} s: b = {b_long:.4f}")
print(f"plateaus: short water {G0*b_short:.4f} nm, long water {G0*b_long:.4f} nm")
print(f"initial slope for either water pulse, G0*k = {G0*k:.3f} nm/s")
print("TMA pulse s | GPC long water nm | GPC short water nm | rescaled nm | open y short")
for t, gl, gsht in zip(pulses, g_long, g_short):
    a = -np.expm1(-k * t)
    print(f"{t:5.2f} | {G0*gl:.4f} | {G0*gsht:.4f} | {G0*b_short*a:.4f} | {gsht/a:.3f}")
print(f"free-plateau fit, long water: {rate_long:.3f} 1/s, ratio to k {rate_long/k:.3f}")
print(f"free-plateau fit, short water: {rate_short:.3f} 1/s, ratio to k {rate_short/k:.3f}")
print(f"fitted plateau, short water: {G0*plateau_short:.4f} nm")
print(f"fit pinned at observed plateau: {rate_pinned:.3f} 1/s, ratio {rate_pinned/k:.3f}")
print(f"fit pinned at full plateau G0: {rate_full:.3f} 1/s, ratio {rate_full/k:.3f}")
print(f"upper bounds on ratio: free {(2-b_short)/b_short:.3f}, pinned {1/b_short:.3f}")
print(f"largest misfit {G0*abs(misfit).max():.5f} nm per cycle; R squared {r_squared:.5f}")
print(f"apparent TMA reaction probability {prob_tma*rate_short/k:.2e}")
print(f"99 % pulse from biased fit {chosen_pulse:.3f} s; from true k {np.log(100)/k:.3f} s")
print(f"that biased pulse with long water gives {100*growth_at_chosen:.1f} % of plateau")
print(f"noise: {thickness_error:.1f} nm over {cycles} cycles = {noise*G0:.5f} nm per cycle")
print(f"noisy exponential fits: {exp_rates.mean():.3f} +- {exp_rates.std():.3f} 1/s")
print(f"noisy full-law fits, G0 known: {law_rates.mean():.3f} +- {law_rates.std():.3f} 1/s")
print(f"deviation kept per cycle at shortest pulse {memory:.3f}; "
      f"cycles to 1 %: {np.log(0.01)/np.log(memory):.1f}")
print(f"reactor: {carrier_sccm:.0f} sccm, {total_Torr:.1f} Torr, area {area*1e4:.0f} cm2, "
      f"volume {volume*1e3:.0f} L")
print(f"outflow {outflow*1e3:.1f} L/s, residence time {residence:.3f} s")
print(f"depletion numbers: TMA {D_tma:.3f}, water {D_water:.3f}")
print(f"initial slope with depletion {G0*k/(1+D_tma):.3f} nm/s for either water pulse")
print(f"site spread: half at 0.5, half at 1.5 of mean; parasitic {parasitic:.3f} nm per cycle")
print("neglected effect: fitted rate/k with long water, short water, their ratio")
for name, curve in cases.items():
    r_long = fit_rate(pulses, curve(pulses, tB_long))[0] / k
    r_short = fit_rate(pulses, curve(pulses, tB_short))[0] / k
    print(f"  {name}: {r_long:.3f}, {r_short:.3f}, {r_short/r_long:.3f}")
print("all good")
```

Output:

```
temperature 423 K; full GPC 0.10 nm; density 3.0 g/cm3
partial pressures: TMA 10, water 10 mTorr
reaction probabilities: TMA 1e-03, water 1e-04
sites (Al per cycle) 3.54 per nm2
impingement: TMA 2.012e+04, water 4.024e+04 per nm2 s
rate constants: TMA k = 5.676 1/s, water kB = 1.136 1/s
water pulse 0.5 s: b = 0.4332; 5.0 s: b = 0.9966
plateaus: short water 0.0433 nm, long water 0.0997 nm
initial slope for either water pulse, G0*k = 0.568 nm/s
TMA pulse s | GPC long water nm | GPC short water nm | rescaled nm | open y short
 0.05 | 0.0247 | 0.0187 | 0.0107 | 0.756
 0.10 | 0.0432 | 0.0276 | 0.0188 | 0.638
 0.20 | 0.0677 | 0.0359 | 0.0294 | 0.530
 0.30 | 0.0816 | 0.0395 | 0.0354 | 0.483
 0.50 | 0.0938 | 0.0422 | 0.0408 | 0.448
 0.80 | 0.0986 | 0.0431 | 0.0429 | 0.436
 1.20 | 0.0995 | 0.0433 | 0.0433 | 0.433
 2.00 | 0.0997 | 0.0433 | 0.0433 | 0.433
free-plateau fit, long water: 5.689 1/s, ratio to k 1.002
free-plateau fit, short water: 10.334 1/s, ratio to k 1.820
fitted plateau, short water: 0.0426 nm
fit pinned at observed plateau: 9.926 1/s, ratio 1.749
fit pinned at full plateau G0: 0.609 1/s, ratio 0.107
upper bounds on ratio: free 3.617, pinned 2.308
largest misfit 0.00146 nm per cycle; R squared 0.98866
apparent TMA reaction probability 1.82e-03
99 % pulse from biased fit 0.446 s; from true k 0.811 s
that biased pulse with long water gives 92.1 % of plateau
noise: 0.1 nm over 200 cycles = 0.00050 nm per cycle
noisy exponential fits: 10.393 +- 0.300 1/s
noisy full-law fits, G0 known: 5.704 +- 0.158 1/s
deviation kept per cycle at shortest pulse 0.427; cycles to 1 %: 5.4
reactor: 300 sccm, 0.3 Torr, area 300 cm2, volume 1 L
outflow 19.6 L/s, residence time 0.051 s
depletion numbers: TMA 0.135, water 0.040
initial slope with depletion 0.500 nm/s for either water pulse
site spread: half at 0.5, half at 1.5 of mean; parasitic 0.002 nm per cycle
neglected effect: fitted rate/k with long water, short water, their ratio
  gas depletion: 0.919, 1.750, 1.905
  spread of water rates: 1.020, 1.766, 1.731
  spread of TMA rates: 0.900, 1.612, 1.791
  parasitic growth: 1.033, 1.937, 1.875
all good
```
